# Choosing the magnetization angle for a torque calculation of magnetic anisotropy

A calculation of the perpendicular anisotropy of a memory layer needs a choice of spin-axis direction for the step with spin-orbit coupling. One can run that step with the magnetization along each of two axes and subtract the energies, or run it once at an intermediate angle and evaluate a torque. The second choice gives the anisotropy without a subtraction if the angle is 45°, the symmetry is suitable and the higher angular harmonics are small. The choice also restricts the k-point reduction and determines which smeared energy may serve as a check.

The torque here is the derivative of an equilibrium energy with respect to angle. It is not the current-driven spin-orbit torque that writes a memory cell.

## What is differentiated

Let the exchange field point along $\mathbf n=(\sin\theta,0,\cos\theta)$, with $z$ normal to the film. The Hamiltonian is

$$H=H_0-\frac{\Delta}{2}\,\mathbf n\cdot\boldsymbol\sigma+\frac{\xi}{2}\,\mathbf L\cdot\boldsymbol\sigma .$$

Here $H_0$ does not act on spin, $\Delta$ is the exchange splitting, $\xi$ the spin-orbit strength, $\mathbf L$ the orbital angular momentum in units of $\hbar$, and $\boldsymbol\sigma$ the Pauli matrices. The potential is held fixed while $\theta$ changes; this is the force-theorem setting.

Turn the spin frame with $U=e^{-i\theta\sigma_y/2}$. Differentiation gives

$$\frac{d}{d\theta}U^\dagger\sigma_zU=\frac i2U^\dagger[\sigma_y,\sigma_z]U=-U^\dagger\sigma_xU,\qquad
\frac{d}{d\theta}U^\dagger\sigma_xU=U^\dagger\sigma_zU .$$

With $U=1$ at $\theta=0$, the solution is

$$U^\dagger\sigma_zU=\cos\theta\,\sigma_z-\sin\theta\,\sigma_x,\qquad
U^\dagger\sigma_xU=\cos\theta\,\sigma_x+\sin\theta\,\sigma_z ,$$

and $\sigma_y$ is unchanged. Hence $U^\dagger(\mathbf n\cdot\boldsymbol\sigma)U=(\cos^2\theta+\sin^2\theta)\sigma_z=\sigma_z$, because the terms in $\sigma_x$ cancel. The exchange term no longer depends on $\theta$, and $\tilde H=U^\dagger HU$ depends on it through spin-orbit coupling alone:

$$\frac{\partial\tilde H}{\partial\theta}=\frac{\xi}{2}\left[L_x(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)-L_z(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)\right].$$

The two brackets are $U^\dagger\sigma_zU$ and $U^\dagger\sigma_xU$, so in the original frame the torque operator is

$$\hat\tau=\frac{\xi}{2}(L_x\sigma_z-L_z\sigma_x).$$

There is an equivalent exchange form. Differentiating $U^\dagger HU$ as a product gives

$$\frac{\partial\tilde H}{\partial\theta}=U^\dagger\left(\frac{\partial H}{\partial\theta}+\frac i2[\sigma_y,H]\right)U .$$

The commutator has zero mean in an eigenstate of $H$. The mean of $\hat\tau$ therefore equals that of $\partial H/\partial\theta=-(\Delta/2)(\cos\theta\,\sigma_x-\sin\theta\,\sigma_z)$. The angle in both forms is that of the exchange field, which need not coincide with the direction of the resulting spin moment.

## The smeared energy that belongs to the torque

Let $\epsilon_i$ be the levels, $w_i$ their k-point weights, $f_i$ the Fermi-Dirac occupations, $N$ the electron number and $\mu$ the chemical potential. The free energy at fixed $N$ is

$$F=\Omega+\mu N,\qquad \Omega=-k_BT\sum_i w_i\ln\left(1+e^{(\mu-\epsilon_i)/k_BT}\right).$$

Since $\partial\Omega/\partial\epsilon_i=w_if_i$ and $\partial\Omega/\partial\mu=-N$,

$$\frac{dF}{d\theta}=\sum_iw_if_i\frac{d\epsilon_i}{d\theta}+(-N+N)\frac{d\mu}{d\theta}
=\sum_iw_if_i\langle\hat\tau\rangle_i\equiv\tau(\theta).$$

The last step is the Hellmann-Feynman theorem. For degenerate levels the occupations are equal, so the sum is a trace and does not depend on the choice of states.

The occupied band energy is $E_b=F+TS$, where $S$ is the electronic entropy. Its slope is $\tau+T\,dS/d\theta$, so it is not the quantity to compare with the torque at finite smearing.

## Why 45 degrees

Suppose the crystal has a twofold axis along $z$. That rotation takes $\theta$ to $-\theta$, so $F$ is even. Time reversal takes $\mathbf n$ to $-\mathbf n$, so $F$ has period $\pi$. For smooth $F$,

$$F(\theta)=\sum_{n\ge0}a_n\cos2n\theta,\qquad \tau(\theta)=-\sum_{n\ge1}2n\,a_n\sin2n\theta .$$

Define $K=F(90^\circ)-F(0)$, so that $K>0$ favours the film normal over the $x$ axis. Since $\cos n\pi-1$ is $-2$ for odd $n$ and zero for even $n$,

$$K=-2(a_1+a_3+a_5+\dots).$$

At 45° the sines are $\sin(n\pi/2)=1,0,-1,0,1,\dots$, which gives

$$\tau(45^\circ)=-2a_1+6a_3-10a_5+\dots,$$

$$\tau(45^\circ)-K=8a_3-8a_5+16a_7-\dots .$$

In the usual notation $F=F_0+K_1\sin^2\theta+K_2\sin^4\theta$, there are no harmonics beyond $a_2$ and the torque at 45° equals $K=K_1+K_2$. To see what is special about this angle, write

$$\frac{\tau(\theta)}{\sin2\theta}=K_1+2K_2\sin^2\theta .$$

This equals $K_1+K_2$ when $\sin^2\theta=1/2$. At 30°, for instance, it is too small by $K_2/2$.

The size of the gap follows from perturbation theory in $\xi$. In $\tilde H$ the spin-orbit term is linear in $1$, $\cos\theta$ and $\sin\theta$. A contribution of order $\xi^p$ is therefore a polynomial of degree at most $p$ in the sine and cosine, and contains no harmonic above $\cos p\theta$. Thus $a_3$ begins at sixth order or later. The anisotropy itself generally begins at second order, because a first-order term could not have period $\pi$. The relative gap then grows as $\xi^4$.

This argument needs a regular expansion: $\xi$ must be small compared with the relevant level separations or with the thermal smoothing. Near-degenerate states at the Fermi level of a cold metal can violate it.

The twofold axis is sufficient but not necessary: a mirror $x\to-x$ combined with time reversal also takes $\theta$ to $-\theta$. **If no symmetry makes $F$ even**, terms $b_n\sin2n\theta$ can appear. They vanish at 0 and 90° and leave $K$ unchanged, but they add $\sum2n\,b_n\cos(n\pi/2)=-4b_2+8b_4-\dots$ to the torque at 45°. The lowest term $b_1$, which tilts the easy axis, does no harm; $b_2$ does, from fourth order in $\xi$. The added terms are even in $\theta$ while the cosine-series torque is odd, so $[\tau(45^\circ)-\tau(-45^\circ)]/2$ removes them.

## When one angle is not enough

Two further angles remove $a_3$. From the series,

$$\tau(22.5^\circ)+\tau(67.5^\circ)=\sqrt2\,(-2a_1-6a_3+10a_5+\dots),$$

because the sums of the two sines for $n=1,\dots,5$ are $\sqrt2,0,\sqrt2,0,-\sqrt2$. Give this pair the weight $c_1$ and the 45° torque the weight $c_0$. Matching the coefficients of $a_1$ and $a_3$ in $K$ requires

$$c_0+\sqrt2c_1=1,\qquad 6c_0-6\sqrt2c_1=-2 .$$

Hence $c_0=1/3$, $c_1=\sqrt2/3$, and

$$K\simeq\frac{\tau(45^\circ)}3+\frac{\sqrt2}{3}\left[\tau(22.5^\circ)+\tau(67.5^\circ)\right].$$

The coefficient of $a_5$ is $-10/3+20/3=10/3$ instead of $-2$, so the leading error is $16a_5/3$. The single-angle torque minus this value estimates $8a_3$. If that difference matters at the accuracy wanted, use three angles.

## A worked case

The example is a square monolayer with five $d$ orbitals per atom, lattice constant $a=0.287$ nm, $\Delta=2.7$ eV, $\xi=0.055$ eV and seven $d$ electrons at 300 K. Nearest-neighbour hoppings are $-0.40$, $0.25$ and $-0.05$ eV for angular momentum 0, 1 and 2 about the bond. Second-neighbour hoppings are these times 0.177. The $z^2$ orbital is raised by 0.8 eV to imitate an oxide interface. These are round values in the rough range of an iron-rich film, not a first-principles description of one.

On meshes offset by half a step, the results in meV per atom are:

| Mesh | $\tau(45^\circ)$ | $K$ |
|---|---:|---:|
| 20 × 20 | 3.5609 | 3.5631 |
| 40 × 40 | 3.5200 | 3.5217 |
| 100 × 100 | 3.5158 | 3.5176 |
| 200 × 200 | 3.5158 | 3.5176 |

The extra digits resolve the gap and do not express the accuracy of the model. On the densest mesh the torque is 0.0018 meV, or 0.05%, below the energy difference. The harmonic $a_3=-0.222$ μeV, obtained from energies on the 100 × 100 mesh, predicts $8a_3=-1.78$ μeV, which accounts for the gap. The three-angle rule gives 3.5176 meV on that mesh, equal to $K$ at the digits shown.

The fitted constants are $K_1=3.445$ meV and $K_2=8a_2=0.072$ meV. Scaling the torque at 30° by $1/\sin60^\circ$ would thus miss by about $K_2/2=0.036$ meV, or 1% of $K$, twenty times the error at 45°.

The orders in $\xi$ were tested in the same model at $k_BT=0.3$ eV, where the expansion is smooth. Between $\xi=0.12$ and $0.06$ eV, $K$ scales with exponent 1.95 and the gap with exponent 6.03.

## Setting the k mesh

The gap formula holds on any mesh that keeps the symmetries used for the cosine series. On such a mesh the torque and the energy difference share their sampling error, apart from the odd harmonics from $a_3$ upward. In the table, going from 200 × 200 to 20 × 20 raises both by 0.045 or 0.046 meV, about 1.3%. The torque replaces two directions by one, but it does not permit a coarser mesh here. Converge it as carefully as the energy difference.

Symmetry reduction must respect the tilted magnetization. Spin moments are axial vectors, so the mirror $y\to-y$ reverses an $\mathbf n$ in the $xz$ plane, and time reversal restores it. Together they map $(k_x,k_y)$ to $(-k_x,k_y)$. The model also has inversion symmetry, which leaves $\mathbf n$ unchanged and reverses $\mathbf k$. A quarter of the zone is then enough at every $\theta$ in this plane. At a real interface without inversion, the first operation alone justifies half the zone.

The reflection that exchanges $x$ and $y$ is different: it moves the in-plane part of $\mathbf n$ from $x$ to $y$. The eighth-zone wedge is therefore valid for $\mathbf n$ along $z$ but not for a tilted or in-plane $\mathbf n$. On the 40 × 40 mesh the wedge with $k_x\ge k_y>0$ leaves the energy along $z$ unchanged within rounding and raises the energy along $x$ by 0.195 meV, which makes $K$ 5.5% too large. The mirror-image wedge, $k_y\ge k_x>0$, errs in the other direction. Generate the mesh for the tilted magnetization, or switch off reduction.

## Setting the smearing

At 300 K, $k_BT=25.9$ meV. On the 40 × 40 mesh the slope of $F$ at 45° is 3.520 meV per radian, equal to the torque, while the slope of $E_b$ is 4.043. On the dense mesh the axis difference of $E_b$ is 4.030 meV, against 3.518 meV for $F$. A check against band energies would thus show a disagreement of about 15% of the torque, which has nothing to do with the torque method.

If smearing is a numerical aid and the zero-temperature value is wanted, use the low-temperature form $F=E_0-\alpha T^2$. Then $S=-\partial F/\partial T=2\alpha T$ and $E_b=F+TS=E_0+\alpha T^2$. The same forms hold for axis differences, so the mean of the two 300 K results estimates the zero-temperature anisotropy:

$$\frac{3.518+4.030}{2}=3.774\ \text{meV}.$$

Halving the temperature gives $K=3.721$ meV. Eliminating $\alpha$ from the two free-energy results gives

$$\frac{4(3.721)-3.518}{3}=3.789\ \text{meV}.$$

The estimates agree within 0.4%. This indicates their accuracy but does not prove the quadratic form: on a 360 × 360 mesh $K$ is 3.764 meV at 75 K and 3.770 meV at 37.5 K, so the cold limit is near 3.77 meV and the second estimate is about 0.5% high. A larger disagreement would call for less smearing and a denser mesh. Less smearing also widens the gap between the 45° torque and $K$ in this model, to about 0.3% at 150 K and 0.6% at 75 K on the 200 × 200 mesh. The 0.05% found at 300 K should not be assumed for colder electrons; compare with the three-angle rule again.

## Fixed or self-consistent potential

In a mean-field model the exchange splitting responds to the moment $m=\langle\mathbf n\cdot\boldsymbol\sigma\rangle$, summed over electrons. Add the double-counting term to form

$$G(\Delta,\theta)=F(\Delta,\theta)+\frac{\Delta^2}{4I},$$

where $I$ is the Stoner parameter. Since $\partial F/\partial\Delta=-m/2$, stationarity gives $\Delta=Im$. At that point

$$\frac{dG}{d\theta}=\frac{\partial F}{\partial\theta}+\frac{\partial G}{\partial\Delta}\frac{d\Delta}{d\theta}=\tau .$$

The torque needs no response term, provided that the splitting is converged at the angle used.

With $I=0.90$ eV, the splitting differs by 0.29 meV between the two axes. On a 30 × 30 mesh self-consistency changes $K$ by only 0.00027 meV, from 3.49947 to 3.49974 meV. The fixed potential is therefore adequate for the size of the moment in this model, but the test is an easy one: the majority band is full, so $m$ stays at 3.00 and hardly responds to $\Delta$. A film with holes in the majority band can respond more strongly and needs its own check. The comparison does not cover relaxation of the charge or of the orbital occupations.

## From the number to a memory layer

Per unit area, the dense-mesh result is

$$\frac{K}{a^2}=\frac{(3.518\times10^{-3})(1.602\times10^{-19})\ \text J}{(0.287\times10^{-9}\ \text m)^2}=6.84\ \text{mJ/m}^2 .$$

The torque also gives 6.84 mJ/m². Neither includes the magnetic dipole energy. For moments $M=m\mu_B$ on the square lattice, this energy per atom is

$$E_d=\frac{\mu_0M^2}{8\pi a^3}\sum_{\mathbf r\ne0}\frac{1-3(\mathbf n\cdot\hat{\mathbf r})^2}{r^3},$$

with $r$ in units of $a$ and a factor one half for pair counting. Let $s=\sum r^{-3}=9.034$. The sum is $s$ for $\mathbf n$ along $z$ and $s-3s/2=-s/2$ along $x$, so the shape contribution to $K$ is $-3s\mu_0M^2/(16\pi a^3)$. With $m=3.00$ it equals $-0.138$ meV and lowers the total to 6.57 mJ/m².

Real iron-cobalt-boron films on magnesium oxide have interface anisotropies of roughly 1 to 2 mJ/m², so the model value is several times too large. For a rough film magnetization of 1.2 MA/m the shape energy density is 0.905 MJ/m³, and it would cancel the model's $K$ at 7.6 nm; real films lose their perpendicular axis at roughly 1 to 2 nm. Band filling is one strong lever: at fixed hoppings and splitting, $K$ is 3.36, 3.52 and 1.74 meV for 6.8, 7.0 and 7.2 electrons. Devices also break the assumption of perfectly aligned spins at 300 K. If the relative moment is 0.9 and anisotropy follows its cube, a rough law for local moments, the factor 0.729 reduces $K$ to about 5.0 mJ/m². Explicit oxide states, further metal layers, strain and disorder are absent, and their effects are not sized here. The close agreement between torque and energy difference measures the method, not the realism of the Hamiltonian.

## Values computed for the example and the checks

```
lattice constant: 0.287 nm
spin-orbit strength: 0.055 eV
exchange splitting: 2.7 eV
d electrons per atom: 7.0
hopping sigma, pi, delta: (-0.4, 0.25, -0.05) eV
second-neighbour hopping scale: 0.1768
z2 orbital shift: 0.8 eV
temperature: 300 K, kT = 25.85 meV
spin moment at 45 deg: 2.9981 Bohr magnetons
mesh: torque at 45 deg, energy difference (meV/atom)
  20 x 20: 3.56088, 3.56310
  40 x 40: 3.51995, 3.52174
  100 x 100: 3.51581, 3.51759
  200 x 200: 3.51581, 3.51759
dense torque minus difference: -0.00178 meV
  relative to difference: -0.051 %
three-angle rule, 100 mesh: 3.51759 meV
three-angle rule, 20 mesh: 3.56310 meV
harmonic a1, 100 mesh: -1758.5724 micro-eV
harmonic a2, 100 mesh: 9.0170 micro-eV
harmonic a3, 100 mesh: -0.2222 micro-eV
harmonic a4, 100 mesh: 0.0050 micro-eV
harmonic a5, 100 mesh: 0.0000 micro-eV
harmonic a3, 20 mesh: -0.2774 micro-eV
K1 from a1, a2: 3.44501 meV
K2 from a2: 0.07214 meV
dense K per area: 6.8421 mJ/m2
torque result per area: 6.8387 mJ/m2
band-energy difference: 4.02953 meV
40 mesh slope of F: 3.51995 meV/rad
40 mesh slope of band energy: 4.04320 meV/rad
wedge error, n along z: -1.8e-12 meV
wedge error, n along x: 0.19455 meV
order test: kT = 0.3 eV, xi = 0.12 and 0.06 eV
exponent of K in xi: 1.949
exponent of torque gap in xi: 6.029
Stoner parameter: 0.9000 eV
splitting change x minus z: 0.2854 meV
30 mesh K, fixed splitting: 3.49947 meV
30 mesh K, self-consistent: 3.49974 meV
30 mesh self-consistent torque: 3.49801 meV
dipole lattice sum: 9.0336
monolayer shape term: -0.13829 meV/atom
K plus shape term: 6.5731 mJ/m2
rough film magnetization: 1.2 MA/m
film shape density: 0.9048 MJ/m3
thickness where shape cancels K: 7.562 nm
K at 6.8 electrons: 3.36378 meV
K at 7.2 electrons: 1.73732 meV
K at 150 K electrons: 3.72123 meV
rough relative moment at 300 K: 0.9
cubic-law factor on K: 0.729
```
